# Schottky, Frenkel and Antisite-Pair Energies from Single-Defect Energies

**Q.** The formation energy of a single charged vacancy depends on the growth conditions and on the Fermi level. I am told that a Schottky energy depends on neither. Why should adding two conditional numbers give an unconditional one?

**A.** It depends on where the conditions enter, so start with one defect. Take a supercell of perfect crystal with energy $E_{\rm bulk}$. To make a defect $D$, add $n_i^D$ neutral atoms of each element $i$, with $n_i^D$ negative for atoms removed. An added atom comes from a reservoir, whose energy falls by the chemical potential $\mu_i$. The reservoirs therefore contribute $-\sum_i n_i^D\mu_i$.

Next give the defect a charge $q_D$, in units of the elementary charge. A positive $q_D$ means that $q_D$ electrons have left the cell for an electron reservoir. Each arrives at energy $E_V+E_F$, where $E_V$ is the valence-band edge and $E_F$ is the Fermi level measured from it. The reservoir gains $q_D(E_V+E_F)$. For negative $q_D$ the same expression describes electrons taken from it. Altogether,

$$
E_f[D]=\Delta E[D]-\sum_i n_i^D\mu_i+q_D(E_V+E_F),
$$

$$
\Delta E[D]=E_{\rm cell}[D,q_D]-E_{\rm bulk}+E_{\rm corr}[D].
$$

The term $E_{\rm corr}$ turns the energy of a periodic charged cell into that of an isolated defect. These are static energies; vibrations and configurational entropy are left out. The conditions enter only through the two reservoir terms, which are linear in $\mu_i$ and $E_F$ as long as the charge state is fixed.

**Q.** Then add several defects. What has to cancel?

**A.** Take $c_D$ copies of each defect, all far apart, and define the net number of atoms added and the net charge:

$$
N_i=\sum_D c_Dn_i^D,\qquad Q=\sum_D c_Dq_D .
$$

Multiplying each formation energy by $c_D$ and adding gives

$$
E_{\rm set}=\sum_D c_D\Delta E[D]-\sum_iN_i\mu_i+Q(E_V+E_F).
$$

The derivative with respect to $E_F$ is $Q$. The sum is therefore independent of the Fermi level if and only if $Q=0$. The reference $E_V$ then disappears as well.

**Q.** For the chemical potentials you would need $N_i=0$. A Schottky set removes atoms and puts none back into the cell. Your argument has just failed for it.

**A.** It would fail if the $\mu_i$ could vary freely. They cannot if the reservoirs are in equilibrium with the compound. Let one formula unit contain $\nu_i$ atoms of element $i$ and have bulk energy $\mu_c$. Exchanging a formula unit between crystal and reservoirs must cost nothing, so

$$
\sum_i\nu_i\mu_i=\mu_c .
$$

Allowed changes of the chemical potentials satisfy $\sum_i\nu_i\,\delta\mu_i=0$. We need $\sum_iN_i\,\delta\mu_i=0$ for every such change. Split $N_i$ into a part along $\nu_i$ and a remainder perpendicular to it:

$$
N_i=-k\nu_i+R_i,\qquad \sum_i\nu_iR_i=0 .
$$

The choice $\delta\mu_i=\eta R_i$, with $\eta$ small, is allowed. It changes $\sum_iN_i\mu_i$ by

$$
\eta\sum_i(-k\nu_i+R_i)R_i=\eta\sum_iR_i^2 .
$$

This vanishes only if every $R_i$ is zero. Hence $N_i=-k\nu_i$ is necessary. It is also sufficient, because then

$$
-\sum_iN_i\mu_i=k\sum_i\nu_i\mu_i=k\mu_c .
$$

With $Q=0$ the result is

$$
\boxed{E_{\rm set}=\sum_Dc_D\Delta E[D]+k\mu_c}
$$

Here $k$ is the number of formula units removed from the cell. "Conserving stoichiometry" thus means changing the contents by whole formula units, or not at all. In the Schottky case the removed atoms end up as additional perfect crystal, and $k\mu_c$ is the energy of that crystal.

**Q.** Write out the three cases, so that I can see which supercell energies to combine.

**A.** Let the compound be $A_aB_b$ and let each supercell contain $m$ formula units before the defect is made, so $\mu_c=E_{\rm bulk}/m$. Write $E[D]=E_{\rm cell}[D,q_D]+E_{\rm corr}[D]$, so that $\Delta E[D]=E[D]-E_{\rm bulk}$.

A Schottky set has $a$ vacancies $V_A$ and $b$ vacancies $V_B$. Then $N_A=-a$, $N_B=-b$ and $k=1$. The charges must obey $aq_{V_A}+bq_{V_B}=0$, and

$$
\begin{aligned}
E_{\rm S}&=a\,\Delta E[V_A]+b\,\Delta E[V_B]+\mu_c\\
&=aE[V_A]+bE[V_B]-\left(a+b-\frac1m\right)E_{\rm bulk}.
\end{aligned}
$$

A Frenkel pair moves an $A$ atom from its site to a distant interstitial position $A_i$. The interstitial adds one $A$ and the vacancy removes one, so $k=0$. With opposite charges,

$$
E_{\rm F}=E[A_i]+E[V_A]-2E_{\rm bulk}.
$$

In an antisite pair, $A_B$ (an $A$ atom on a $B$ site) adds an $A$ and removes a $B$, while $B_A$ does the reverse. Again $k=0$, and with opposite charges

$$
E_{\rm AS}=E[A_B]+E[B_A]-2E_{\rm bulk}.
$$

For $A_2B_3$ the vacancy ratio is $2:3$. Charges $-3$ on $V_A$ and $+2$ on $V_B$ then balance, since $2(-3)+3(2)=0$.

**Q.** So the Frenkel and antisite energies do not even need equilibrium with the compound?

**A.** Their $N_i$ vanish separately, so the $\mu_i$ drop out whatever their values. The Schottky energy is different. If $\sum_i\nu_i\mu_i=\mu_c+\delta$, its summed formation energy changes by $k\delta=\delta$. The reservoirs would then be out of equilibrium with the crystal, which would tend to grow for $\delta>0$ and dissolve for $\delta<0$.

**Q.** I want to see this with energies that were actually calculated.

**A.** Take a model binary crystal $AB$ on a rigid square lattice, with $A$ and $B$ alternating. Each atom has one orbital, at $+2.0$ eV for $A$ and $-2.0$ eV for $B$, and a neutral atom brings one electron. Neighbouring orbitals are coupled by a hopping matrix element of $-0.7$ eV (the sign matters for the interstitial below, whose bonds close three-site loops), and each level holds two electrons. Neighbouring atoms also have pair energies of $0.1$ eV for $AA$, $-0.3$ eV for $AB$ and $0.2$ eV for $BB$. An interstitial $A$ sits at the centre of a square, with the same hopping to its four neighbours and a pair energy of $0.4$ eV with each.

There is no long-range Coulomb interaction, so here $E_{\rm corr}=0$. Diagonalizing a cell of $12\times12$ sites gives $\mu_c=-6.0092$ eV, a valence-band edge at $E_V=-2.0$ eV and a band gap of $4.0$ eV. The cells with one defect give:

| Defect | $q_D$ | $\Delta E$ (eV) |
|---|---:|---:|
| $V_A$ | $-1$ | $1.9445$ |
| $V_B$ | $+1$ | $5.9445$ |
| $A_i$ | $+1$ | $0.9938$ |
| $A_B$ | $+2$ | $6.2645$ |
| $B_A$ | $-2$ | $-1.3355$ |

The pair energies follow by addition:

$$
\begin{aligned}
E_{\rm S}&=1.9445+5.9445-6.0092\approx1.880\ \text{eV},\\
E_{\rm F}&=0.9938+1.9445\approx2.938\ \text{eV},\\
E_{\rm AS}&=6.2645-1.3355=4.929\ \text{eV}.
\end{aligned}
$$

In hartree these are $0.0691$, $0.1080$ and $0.1811$.

Now compare the conditional energies of the two vacancies. The model's own elemental solids set outer bounds on $\mu_A$, from $-3.274$ eV ($A$-poor) to $1.065$ eV ($A$-rich). The range in which the $AB$ crystal is stable is somewhat narrower, as the next answer shows.

| Conditions | $E_f[V_A]$ (eV) | $E_f[V_B]$ (eV) | Sum (eV) |
|---|---:|---:|---:|
| $A$-poor, $E_F=1$ eV | $-0.330$ | $2.210$ | $1.880$ |
| $A$-rich, $E_F=1$ eV | $4.010$ | $-2.130$ | $1.880$ |
| $A$-rich, $E_F=3$ eV | $2.010$ | $-0.130$ | $1.880$ |

**Q.** Some of those formation energies are negative. Is that allowed?

**A.** It is allowed as a value of the function, but not as a condition of stable equilibrium. A negative value means that the crystal would lower the total energy of cell and reservoirs by making more of that defect. These rows examine the algebra over a wide range of conditions. They do not predict which Fermi level the crystal would adopt. At these two values of $\mu_A$ no Fermi level makes every formation energy positive. The neutral $A_B$, obtained by filling the level at $2.873$ eV discussed below, has $\Delta E=6.2645+2(-2.0+2.873)=8.0105$ eV. With $\mu_A=1.0652$ eV its formation energy is $\Delta E+\mu_c-2\mu_A=-0.129$ eV, whatever $E_F$. The neutral $B_A$ has the same value at the $A$-poor end. Both are positive only for $\mu_A$ between about $-3.210$ and $1.001$ eV.

**Q.** The constant sum follows from your definition. It does not show that $1.880$ eV is the energy of anything.

**A.** That needs a calculation in which the single-defect energies play no part. Put both vacancies in one $24\times12$ cell, twelve columns apart, and keep the whole cell neutral. Neither $E_F$ nor any individual $\mu_i$ is supplied; $\mu_c$ alone accounts for the missing formula unit. The electrons fill the lowest levels of the combined cell. Its energy agrees with the single-defect sum to about $2\times10^{-7}$ eV. For the Frenkel and antisite pairs the differences are about $5\times10^{-8}$ and $5\times10^{-7}$ eV. The program tests this agreement over a grid of $\mu_A$ and $E_F$.

**Q.** Would it also agree if the vacancies were neighbours?

**A.** No. The adjacent pair is lower by $0.465$ eV. Part of this can be counted. Two separated vacancies remove eight $AB$ neighbour pairs, whereas adjacent ones remove seven, because they share a pair. That saves $0.3$ eV of pair energy. The remaining $0.165$ eV comes from the occupied electronic levels, the only other term in the model energy. The formula with single-defect energies therefore describes separated defects. A bound complex needs its interaction energy added.

**Q.** In your table, charge seems to follow composition. Are charge balance and stoichiometry really two conditions?

**A.** They coincide for these charge states, and one can see why. In each cell of the table the filled levels are as numerous as the $B$ atoms, so there are $2M_B$ electrons, where $M_A$ and $M_B$ count the atoms in the cell. Neutral atoms would bring $M_A+M_B$ electrons. The charge is the number missing:

$$
q=(M_A+M_B)-2M_B=M_A-M_B=n_A-n_B .
$$

The last step holds because the perfect cell has equally many $A$ and $B$ atoms. Insert $\mu_B=\mu_c-\mu_A$ into the formation energy:

$$
\begin{aligned}
E_f&=\Delta E-n_A\mu_A-n_B(\mu_c-\mu_A)+q(E_V+E_F)\\
&=\Delta E-n_B\mu_c+q(E_V+E_F-\mu_A).
\end{aligned}
$$

Only the difference $E_F-\mu_A$ matters, and one condition secures both cancellations.

Other charge states separate them. A neutral $V_A$ with a positive $V_B$ removes one formula unit but has $Q=+1$. Raising $E_F$ from $1$ to $3$ eV raises its energy by $2$ eV. Conversely, a neutral $V_A$ alone has $Q=0$, but its formation energy contains $+\mu_A$.

**Q.** At each Fermi level I would normally choose the charge state of lowest energy. Does the sum stay constant then?

**A.** Not in general, because the set may cease to be neutral. The antisite pair shows it. In the model, $A_B$ has a level $2.873$ eV above the valence edge, empty in the $+2$ state. Call this height $\varepsilon$. Filling the level with two electrons makes the defect neutral and raises the cell energy by $2(E_V+\varepsilon)$, since the model has no electron–electron repulsion. The reservoir loses $2(E_V+E_F)$. Therefore

$$
E_f[A_B^{0}]-E_f[A_B^{2+}]=2(\varepsilon-E_F).
$$

Above $E_F=\varepsilon$ the neutral state is lower. At $E_F=3.5$ eV the change is $2(2.873-3.5)\approx-1.254$ eV, while $B_A$ remains at $-2$. The sum falls from $4.929$ to $3.675$ eV, but it now describes a set of charge $-2$, so it is not a neutral pair energy. The level of $B_A$, filled in its $-2$ state, lies at $1.127$ eV. Between $1.127$ and $2.873$ eV the lowest states are the original $+2$ and $-2$, and the sum is constant.

**Q.** In a real charged supercell the zero of the electrostatic potential is arbitrary. Does neutrality of the set remove that problem too?

**A.** It removes a common shift. If the potential in cell $D$ is offset by $\phi_D$ from the bulk reference, the energy of its net charge changes by $q_D\phi_D$ in atomic units. The set changes by

$$
\sum_Dc_Dq_D\phi_D .
$$

If all $\phi_D$ equal $\phi$, this is $Q\phi=0$. If they differ, it need not vanish. Offsets of $0.1$ V for $V_A^-$ and $0.3$ V for $V_B^+$ change the Schottky energy by $-0.1+0.3=0.2$ eV. Each cell must therefore be aligned to the same reference, by including $-q_D\phi_D$ in $E_{\rm corr}[D]$.

**Q.** At least the interactions with periodic images should cancel between a positive and a negative defect.

**A.** They add. Consider a localized charge $q$ in a cubic cell of side $L$, with a uniform neutralizing background and zero average potential. Apart from the charge's own singular potential, the potential at its position is $-\alpha q/L$ in vacuum. This defines $\alpha$, and a lattice sum gives $\alpha=2.837$. The electrostatic energy is half of charge times potential. The background contributes nothing because the average potential is zero. The spurious energy is thus $-\alpha q^2/(2L)$, reduced by the dielectric constant $\varepsilon_r$ in an isotropic medium. Removing it requires, to leading order in $1/L$,

$$
E_{\rm image}=+\frac{\alpha q^2}{2\varepsilon_rL},\qquad
\sum_Dc_DE_{\rm image}[D]=\frac{\alpha}{2\varepsilon_rL}\sum_Dc_Dq_D^2 .
$$

The square removes the sign of the charge. This concerns a three-dimensional crystal with Coulomb forces, separate from the square-lattice model. For $L=12$ Å and $\varepsilon_r=10$, one defect with $|q|=1$ needs $0.170$ eV. A $+1/-1$ set needs twice that, $0.34$ eV. A $+2/-2$ set needs $4+4=8$ times that, $1.36$ eV. Without this correction, the energy summed from separate charged cells is too low by these amounts at this order.

Neutrality of the set therefore removes $E_F$, $E_V$ and a common potential offset, but the corrections belonging to each charged cell still have to be made.

## Calculated quantities

```
On-site energies A, B: 2.0, -2.0 eV; hopping 0.7 eV
Pair energies AA, AB, BB: 0.1, -0.3, 0.2 eV
Interstitial pair energy per neighbour: 0.4 eV
Single-defect cell: 12 x 12 sites, 72 formula units
Two-defect cell: 24 x 12 sites
Bulk energy per formula unit mu_AB: -6.0092 eV
Bulk energy of single-defect cell: -432.6647 eV
Valence-band edge -2.0000 eV; gap 4.0000 eV
Elemental energies per atom A, B: 1.0652, -2.7348 eV
Formation energy of compound per formula unit: -4.3397 eV
mu_A, A-poor and A-rich: -3.2744, 1.0652 eV
Defect, charge (e), E_cell - E_bulk (eV), then E_f (eV) at
  (A-poor, E_F=1 eV), (A-rich, E_F=1 eV), (A-rich, E_F=3 eV)
  V_A -1    1.9445 |   -0.3300    4.0097    2.0097
  V_B +1    5.9445 |    2.2097   -2.1300   -0.1300
  A_i +1    0.9938 |    3.2682   -1.0714    0.9286
  A_B +2    6.2645 |    4.8041   -3.8752    0.1248
  B_A -2   -1.3355 |    0.1248    8.8041    4.8041
Schottky: from single defects 1.8797 eV = 0.06908 hartree
  two-defect cell 1.8797 eV; difference 1.9e-07 eV
  spread over 25 (mu_A, E_F) points 1.1e-15 eV; units removed 1
Frenkel: from single defects 2.9383 eV = 0.10798 hartree
  two-defect cell 2.9383 eV; difference 5.1e-08 eV
  spread over 25 (mu_A, E_F) points 8.9e-16 eV; units removed 0
Antisite pair: from single defects 4.9290 eV = 0.18114 hartree
  two-defect cell 4.9290 eV; difference 4.6e-07 eV
  spread over 25 (mu_A, E_F) points 8.9e-16 eV; units removed 0
Adjacent minus separated vacancy pair: -0.4646 eV
Shift of mu_B off equilibrium plane: 0.5 eV; resulting changes:
  Schottky: 0.5000 eV
  Frenkel: 0.0000 eV
  Antisite pair: 0.0000 eV
V_A(0)+V_B(+1), change for E_F from 1 to 3 eV: 2.0000 eV
Gap levels above valence edge, A_B and B_A: 2.8730, 1.1270 eV
Lowest-charge antisite sum at E_F=2.0 eV: 4.9290 eV
Lowest-charge antisite sum at E_F=3.5 eV: 3.6750 eV
  change from fixed-charge sum: -1.2539 eV
Schottky change, both cells offset 0.3 V: 0.0000 eV
Schottky change, V_A offset 0.1 V and V_B 0.3 V: 0.2000 eV
A2B3 vacancy ratio V_A/V_B: 2/3
Cubic image constant alpha: Ewald 2.83730, direct 2.83731
Image example: L = 12.0 angstrom, dielectric constant 10.0
Image correction for one defect with |q|=1: 0.1702 eV
Image correction for a +1/-1 set: 0.3405 eV
Image correction for a +2/-2 set: 1.3619 eV
```
